# Surface Reduction of the Landau Transition Temperature in Ferroelectric Films

## 1. A uniform film with two equal surfaces

Take a ferroelectric film of thickness $L$ whose polarization $P$ is the same at every depth. Let its bulk free energy density be $\tfrac12 a(T-T_0)P^2+\tfrac14 bP^4$ with $a,b>0$, and let each surface add an energy $gP^2/(2\lambda)$ per area, where $g>0$ is the gradient coefficient and $\lambda>0$ the extrapolation length. The free energy per area is

$$F=\frac L2\left[a(T-T_0)+\frac{2g}{\lambda L}\right]P^2+\frac{bL}{4}P^4 .$$

The state $P=0$ loses stability when the bracket vanishes:

$$T_c=T_0-\frac{2g}{a\lambda L}.$$

The surface cost does not depend on thickness while the bulk gain grows with $L$; their ratio gives $1/L$. What remains is to find when $P$ may be treated as uniform, and what electrodes change.

## 2. Model and conventions

Gaussian units are used, so $P$ and $E$ share one unit, $a=4\pi/C$ with $C$ the Curie constant, and $g$ is a length squared. The Gaussian value of $a$ is divided by $4\pi\varepsilon_0$ to obtain its SI value. The film fills $0<z<L$, is uniaxial and, until Section 7, uniform in the plane. With $h_i=1/\lambda_i$,

$$F=\int_0^L\left[\frac a2(T-T_0)P^2+\frac b4P^4+\frac g2P'^2\right]dz+\frac g2\left[h_1P(0)^2+h_2P(L)^2\right]-\frac12\int_0^L PE\,dz .$$

The last term is the electrostatic energy at zero applied voltage; $E$ is the field that $P$ itself creates.

**Boundary conditions.** Varying the gradient term and integrating by parts leaves $gP'(L)\delta P(L)-gP'(0)\delta P(0)$. Adding the surface variations and setting each coefficient to zero gives

$$P'(0)=h_1P(0),\qquad P'(L)=-h_2P(L).$$

Positive lengths therefore lower $P$ towards both surfaces.

**Field for $P$ normal to the film.** Let $D=\varepsilon_bE+4\pi P$, where $\varepsilon_b$ is the background permittivity, without the soft-mode response. There is no free charge in the film, so $D$ is constant. Each electrode screens over a finite depth and takes up a voltage $lD$, which defines the effective screening length $l$. Zero total voltage means $L\bar E+2lD=0$, with bars for averages over the film. Inserting $\bar E=-2lD/L$ in $D=\varepsilon_b\bar E+4\pi\bar P$ gives

$$D=\frac{4\pi\bar P}{1+s},\quad s=\frac{2\varepsilon_bl}{L},\qquad
E=\frac{D-4\pi P}{\varepsilon_b}=-\kappa\left[P-\frac{\bar P}{1+s}\right],\quad \kappa=\frac{4\pi}{\varepsilon_b}.$$

Ideal electrodes have $l=s=0$. They remove the field of a uniform polarization, but not that of a nonuniform one. For $P$ in the plane and uniform along it there is no depolarization field, and $\kappa=0$.

## 3. The transition as an eigenvalue

The free energy is $F=\tfrac12\left[a(T-T_0)\int P^2dz+Q\right]+\tfrac b4\int P^4dz$, with

$$Q=\int_0^L(gP'^2+\kappa P^2)dz-\frac{\kappa L\bar P^2}{1+s}+g\left[h_1P(0)^2+h_2P(L)^2\right].$$

Let $\mu$ be the minimum of $Q/\int P^2dz$. If $a(T-T_0)+\mu\ge0$, every nonzero $P$ has $F>0$, because $b>0$. If the sum is negative, the minimizing profile at small amplitude has $F<0$. Hence

$$T_c=T_0-\mu/a .$$

For a first-order material ($b<0$ with a stabilizing higher term) the same expression gives the stability limit of the nonpolar phase, not the temperature where the phases have equal free energy.

The minimizing profile obeys

$$\mu P=-gP''+\kappa\left[P-\frac{\bar P}{1+s}\right].$$

Integrate over the film. The boundary conditions turn $-g[P'(L)-P'(0)]$ into $g[h_2P(L)+h_1P(0)]$, and the field term becomes $\kappa L\bar P\,s/(1+s)$. Dividing by $L\bar P$ and using $\kappa s/(1+s)=8\pi l/(L+2\varepsilon_bl)$,

$$\mu=\frac{8\pi l}{L+2\varepsilon_bl}+\frac gL\,\frac{h_1P(0)+h_2P(L)}{\bar P}.\tag{1}$$

For in-plane $P$ the first term is absent. A weak surface effect means $P(0)\simeq P(L)\simeq\bar P$. With ideal electrodes, or in the plane, this gives

$$\boxed{T_c\simeq T_0-\frac{g}{aL}\left(\frac1{\lambda_1}+\frac1{\lambda_2}\right)}\tag{2}$$

Real electrodes lower $T_c$ by a further $8\pi l/[a(L+2\varepsilon_bl)]$. A uniform $P$ is also a trial function for $Q$, so its value of $\mu$ is an upper bound. Within this model the true $T_c$ is therefore never below the uniform estimate.

## 4. In-plane polarization: weak means $L\ll\lambda$

With $\kappa=0$, put $\mu=gq^2$. The solution obeying the condition at $z=0$ is $P\propto\cos qz+(h_1/q)\sin qz$. The condition at $z=L$ becomes

$$(h_1+h_2)\,q\cos qL=(q^2-h_1h_2)\sin qL .$$

For small $h_i$, $q^2$ is of first order in $h$. Divide by $q$, expand, and keep second order:

$$(h_1+h_2)\left(1-\frac{q^2L^2}2\right)=q^2L-h_1h_2L-\frac{q^4L^3}{6}.$$

Solve for $q^2L$ and insert $q^2\simeq H/L$, $H=h_1+h_2$, in the small terms:

$$q^2L=H+h_1h_2L-\frac{H^2L}{2}+\frac{H^2L}{6}=H-\frac L3(H^2-3h_1h_2).$$

Since $H^2-3h_1h_2=h_1^2+h_2^2-h_1h_2$,

$$\mu=\frac gL(h_1+h_2)-\frac g3(h_1^2+h_2^2-h_1h_2)+\dots$$

For equal surfaces the correction relative to the first term is $L/(6\lambda)$, so (2) requires $L\ll\lambda$.

In the opposite limit, $L\gg\lambda_i$, $q$ is small compared with $h_i$ and the lowest root lies just below $\pi/L$. Write $qL=\pi-\delta$. The condition reduces to $\tan\delta\simeq q(\lambda_1+\lambda_2)$, so $\delta\simeq q(\lambda_1+\lambda_2)$ and

$$\mu\simeq\frac{g\pi^2}{(L+\lambda_1+\lambda_2)^2}.$$

The polarization now bends to avoid the surfaces, and the law turns into $1/L^2$.

## 5. Normal polarization: depolarization keeps the film uniform

Bending a normal polarization creates bound charge, which costs energy even between ideal electrodes. Treat the surface terms as a perturbation. The unperturbed modes are $1/\sqrt L$, with eigenvalue $\kappa s/(1+s)$, and $\sqrt{2/L}\cos(n\pi z/L)$, with eigenvalue $gn^2\pi^2/L^2+\kappa$. The latter have zero mean, so electrodes do not screen them. The coupling of the uniform mode to mode $n$ is $(\sqrt2\,g/L)[h_1+(-1)^nh_2]$. Define $\xi$ by

$$\xi^2=\frac{g(1+s)}{\kappa},$$

so that the eigenvalue differences are $g(n^2\pi^2/L^2+1/\xi^2)$. The second-order change is

$$\mu_2=-\frac{2g}{L^2}\sum_{n\ge1}\frac{[h_1+(-1)^nh_2]^2}{n^2\pi^2/L^2+1/\xi^2}.$$

The partial-fraction series, with $x=L/\xi$,

$$x\coth x=1+2\sum_{n\ge1}\frac{x^2}{x^2+n^2\pi^2},\qquad \frac{x}{\sinh x}=1+2\sum_{n\ge1}\frac{(-1)^nx^2}{x^2+n^2\pi^2},$$

give

$$\mu_2=-\frac{g\xi^2}{L^2}\left[(h_1^2+h_2^2)(x\coth x-1)+2h_1h_2\left(\frac{x}{\sinh x}-1\right)\right].$$

For $x\ll1$ the two brackets tend to $x^2/3$ and $-x^2/6$, which returns the in-plane correction. For $x\gg1$, $\mu_2\simeq-(g\xi/L)(h_1^2+h_2^2)$. With equal surfaces the correction relative to the surface term then approaches $\xi/\lambda$ and does not keep growing with thickness. The condition for (2) is thus $\lambda\gg\min(L,\xi)$ up to numerical factors.

For $L\gg\xi$ one can go beyond small $\xi/\lambda$. The eigenvalue equation makes deviations from the middle value $A$ decay at a rate $\sqrt{(\kappa-\mu)/g}\simeq1/\xi$, when the surface part of $\mu$ is small compared with $\kappa/(1+s)$. Near surface 1, $P=A(1-c_1e^{-z/\xi})$. The boundary condition $c_1/\xi=(1-c_1)/\lambda_1$ gives $c_1=\xi/(\lambda_1+\xi)$, hence $P(0)=A\lambda_1/(\lambda_1+\xi)$. The layers fill a small part of the film, so $\bar P\simeq A$, and (1) gives the surface part

$$\mu_{\rm surf}\simeq\frac gL\left[\frac1{\lambda_1+\xi}+\frac1{\lambda_2+\xi}\right].\tag{3}$$

## 6. Worked example: a 10 nm capacitor film

The inputs are rough round values: $L=10$ nm, $\lambda_1=2$ nm, $\lambda_2=4$ nm, $T_0=700$ K, $C=50\,000$ K, $g=0.05$ nm², $\varepsilon_b=10$. Then $a=4\pi/C=2.513\times10^{-4}$ K⁻¹ and $g/a=198.9$ nm² K. The uniform law (2) gives

$$T_0-T_c=\frac{198.9}{10}\left(\frac12+\frac14\right)\ {\rm K}=14.9\ {\rm K}.$$

With ideal electrodes $\xi=0.1995$ nm, and (3) gives

$$\frac{198.9}{10}\left(\frac1{2.1995}+\frac1{4.1995}\right)\ {\rm K}=13.8\ {\rm K}.$$

Diagonalizing the discretized film, with Poisson's equation solved for its field, also gives 13.8 K. The uniform law is about 8% above this value.

For in-plane polarization the same lengths give 8.5 K, little more than half the uniform law. Here $L$ exceeds both $\lambda_i$, so the surfaces are not weak. Multiplying both lengths by 100 brings the in-plane result to 0.992 of the uniform law.

The thickness dependence, with all other parameters fixed, separates the two cases:

- $L=5$ nm: 27.7 K normal, 21.4 K in-plane.
- $L=10$ nm: 13.8 K normal, 8.5 K in-plane.
- $L=20$ nm: 6.9 K normal, 3.0 K in-plane.

Between 5 and 20 nm the mean logarithmic slope is $-1.00$ for normal and $-1.42$ for in-plane polarization. The latter lies between the two limits of Section 4.

**Electrodes.** Let $l=0.01$ nm. Since $8\pi/a=2C$, the electrode reduction is

$$\frac{2Cl}{L+2\varepsilon_bl}=\frac{2\times50\,000\times0.01}{10.2}\ {\rm K}=98\ {\rm K},$$

about seven times the surface reduction. The numerical total gives $T_c=588$ K; the uniform estimate is 587 K, on the side that the bound requires. Both reductions scale nearly as $1/L$ here, so a measured $1/L$ slope alone cannot tell extrapolation lengths from electrode screening.

**Stored polarization.** For nearly uniform $P$ below $T_c$, minimizing $F$ gives $P^2=a(T_c-T)/b$. The bulk has $T_0$ in place of $T_c$. With a bulk value of 20 µC/cm² at 300 K,

$$P=20\sqrt{\frac{588-300}{700-300}}\ {\rm \mu C/cm^2}=17.0\ {\rm \mu C/cm^2},$$

and the full nonlinear profile has the same mean to this accuracy.

## 7. When stripes replace the single domain

Imperfect screening can favour a polarization that alternates in the plane. Let $P$ and the potential $\phi$ vary as $\cos kx$, with in-plane permittivity $\varepsilon_x$ and the same $g$ for lateral gradients. Apart from the common lateral average, the electrostatic energy is the stationary value over $\phi$ of

$$U=\int_0^L\left[P\phi'-\frac{\varepsilon_b\phi'^2+\varepsilon_xk^2\phi^2}{8\pi}\right]dz-\frac{\phi(0)^2+\phi(L)^2}{8\pi l}.$$

Its variation gives Poisson's equation and the electrode conditions $\phi(0)=-lD(0)$, $\phi(L)=lD(L)$. Because $U$ is stationary in $\phi$, and $\mu$ in $P$, the first change with $k^2$ comes from the explicit $k^2$ alone:

$$\Delta\mu=k^2\left[g-\frac{\varepsilon_x}{4\pi}\frac{\int\phi^2dz}{\int P^2dz}\right].$$

At $k=0$, the electrode drop per unit $P$ is $4\pi l/(1+s)$. The extra field in surface layer $i$, $\kappa Ac_ie^{-z/\xi}$ with $z$ measured from that surface, adds $\kappa c_i\xi=\kappa\xi^2/(\lambda_i+\xi)\simeq g/(\lambda_i+\xi)$ for $s\ll1$. Between the layers $\phi$ runs linearly from $-u_1A$ to $u_2A$, with

$$u_i=\frac{4\pi l}{1+s}+\frac g{\lambda_i+\xi}.$$

The mean square of this line is $A^2(u_1^2-u_1u_2+u_2^2)/3$, so

$$\Delta\mu\simeq\left[g-\frac{\varepsilon_x}{12\pi}(u_1^2-u_1u_2+u_2^2)\right]k^2 .$$

With $\varepsilon_x=30$ the bracket is 0.034 nm², and the numerical coefficient is 0.035 nm². A scan up to $k=3$ nm⁻¹ in steps of 0.1 nm⁻¹ found the lowest $\mu$ at $k=0$, so the single domain appears first in the example. This depends on the chosen $\varepsilon_x$: at the same $l$ the bracket would vanish near $\varepsilon_x\simeq95$. The bracket vanishes at $l\simeq0.019$ nm. At $l=0.03$ nm the scan instead favours $k\simeq0.6$ nm⁻¹. Doubling $l$ to 0.02 nm would raise the single-domain electrode reduction to 192 K, but that value already lies just beyond the stability limit for long stripes.

## 8. Use for real capacitors

The thickness of 10 nm and the polarization of 20 µC/cm² are rough values for hafnium–zirconium oxide memory capacitors. The values of $\lambda_i$, $l$, $g$, $C$, $T_0$, $\varepsilon_b$ and $\varepsilon_x$ are model choices, not measurements, and they do not reproduce this material. The bulk permittivity they imply at 300 K, $\varepsilon_b+C/[2(T_0-T)]\approx72$, is well above the value of roughly 30 usually reported. The intrinsic coercive field found below is smaller than the roughly 1–2 MV/cm at which such films typically switch. Real electrodes break the ideal-screening assumption, which moves $T_c$ by 98 K here. Stress also matters: a biaxial stress $\sigma$ with electrostriction coefficient $q_e$ adds $-2q_e\sigma P^2$ to the SI energy density, and so shifts $T_c$ by $4q_e\sigma/a_{\rm SI}$. For $q_e=0.02$ m⁴/C², $\sigma=1$ GPa and $a_{\rm SI}=2.259\times10^6$ m/(F K) this is 35 K in magnitude; the signs of $q_e$ and $\sigma$ set its direction. Real hafnia films also have grains, defects, competing crystal phases and a transition that need not be continuous. Their polar phase is not the stable bulk phase and is commonly favoured in thin films, so even the direction of the thickness trend can differ from that of this model. Formula (2) contains none of these and should not be used alone to predict a device's transition temperature.

The length $\xi$ is shorter than a lattice cell, so the continuum profile of the surface layer is only indicative. Replacing the continuum by layers 0.5 nm apart gives a surface reduction of 14.5 K, between the continuum result and the uniform law. Other placements of the surfaces relative to the layers would give somewhat different values, so this single choice only suggests an uncertainty of order 1 K.

At 300 K the field in the middle of the film is about 0.4 MV/cm, against $P$. At surface 1 it is about 1.3 MV/cm along $P$ (1.1 MV/cm at the centre of the first numerical cell, 0.0125 nm inside), because $P$ is lower there than $\bar P/(1+s)$. Both are below a breakdown field of a few MV/cm, a rough figure for such films. The model's intrinsic coercive field for uniform switching, $\frac{2}{3\sqrt3}a(T_c-T)P$, is also about 0.4 MV/cm. Its agreement with the middle field is accidental, and it does not signal switching: $T_c$ in this expression already contains the depolarization.

**Discretization.** For cells of width $d$ with $P_1$ at the first centre, equate the half-cell gradient to the boundary condition: $(P_1-P_s)/(d/2)=P_s/\lambda_1$. Then $P_s=P_1\lambda_1/(\lambda_1+d/2)$, and the first diagonal element of the matrix for $\mu$ gains $g/[d(\lambda_1+d/2)]$. The last cell follows with $\lambda_2$. The field adds $\kappa$ to each diagonal element and $-\kappa/[N(1+s)]$ to every element, for $N$ cells. The computed values are listed in the numerical output below.

## Computed values

```
INPUTS (rough round model values)
Thickness L: 10.0 nm
Extrapolation length 1: 2.0 nm
Extrapolation length 2: 4.0 nm
Bulk transition T0: 700 K
Curie constant: 50000 K
Landau slope a (Gaussian): 2.5133 1e-4/K
Landau slope a (SI): 2.259 1e6 m/(F K)
Gradient coefficient g (Gaussian): 0.050 nm2
Background permittivity: 10
In-plane permittivity: 30
Electrode screening length l: 0.010 nm
Bulk polarization at 300 K: 20.0 uC/cm2
SURFACE REDUCTION OF Tc, IDEAL ELECTRODES
g/a: 198.94 nm2 K
Depolarization length xi: 0.1995 nm
Uniform law: 14.92 K
Boundary-layer formula: 13.78 K
Numerical, P normal: 13.82 K
Surface/middle P at surface 1, numerical: 0.9090
Numerical, P in plane: 8.45 K
In-plane ratio to uniform law, lengths x100: 0.9917
L = 5 nm: normal 27.71 K, in-plane 21.43 K
L = 10 nm: normal 13.82 K, in-plane 8.45 K
L = 20 nm: normal 6.90 K, in-plane 2.98 K
Thickness exponent, normal: -1.003
Thickness exponent, in-plane: -1.424
WITH REAL ELECTRODES
Electrode reduction of Tc: 98.04 K
Surface reduction of Tc: 13.81 K
Tc, numerical: 588.2 K
Tc, uniform law plus electrodes: 587.0 K
Mean polarization at 300 K: 16.97 uC/cm2
Polarization from square-root law: 16.98 uC/cm2
SIZE OF NEGLECTED OR UNCERTAIN EFFECTS
Electrode reduction if l doubles: 192.3 K
Stripe k^2 coefficient, numerical: 0.0346 nm2
Stripe k^2 coefficient, formula: 0.0342 nm2
Largest l for single domain (small k): 0.0193 nm
Stripe k that wins at l = 0.03 nm: 0.6 1/nm
Surface reduction, 0.5 nm lattice layers: 14.54 K
Electrostriction input: 0.020 m4/C2
Biaxial stress input: 1.0 GPa
Stress shift of Tc (magnitude): 35.4 K
Field in film middle at 300 K: -0.425 MV/cm
Field next to surface 1 at 300 K: 1.149 MV/cm
Intrinsic coercive field at 300 K: 0.425 MV/cm
```
